# Damped Linear Response in TDDFT as Four Coupled Real Linear Systems, part 1

(Sections cited here and not found follow in the second part.)

## I. From time-reversal symmetry to real equations

### What symmetry fixes

Consider a molecule without a magnetic field, in a ground state described by real orbitals, and let a weak electric field act on it. The field is even under time reversal. The first-order change of the orbitals can be divided into an even part $P$, which changes the electron density, and an odd part $M$, which carries a current but leaves the density unchanged. The forces inside the molecule are themselves symmetric under time reversal, so they cannot turn one part into the other. The time derivative in the equation of motion is odd, and it does connect them. For a field of complex frequency $z$ each time derivative gives one factor of $z$. Assume in addition that the internal forces at any time depend only on the orbitals at that time, so that they bring in no dependence on $z$. With a suitable choice of phase and scale for $M$, the equations must then have the form

$$
SP-zM=\text{source},\qquad DM-zP=0, \tag{1}
$$

where $S$ and $D$ are real matrices that do not depend on $z$. The source stands in the first equation because the field is even. Elimination of $M$ gives

$$
\alpha(z)=\text{number}\times\mu^{T}\left(S-z^{2}D^{-1}\right)^{-1}\mu , \tag{2}
$$

with $\mu$ a vector of dipole integrals. The dimensions agree: $S$ and $z^2D^{-1}$ are energies, and a polarizability is a squared dipole divided by an energy. The polarizability depends on $z$ through $z^2$ alone, so it is real when $z$ is real and no resonance is hit. A description of absorption needs a complex $z$.

Symmetry leaves three things open: the matrices $S$ and $D$, the number in (2), and the meaning of the imaginary part of $z$. These follow from the time-dependent Kohn–Sham equation.

### The model and the field

Atomic units are used. The molecule has a closed shell, with doubly occupied real orbitals $\varphi_i,\varphi_j$ and empty real orbitals $\varphi_a,\varphi_b$. The orbital energies are $\varepsilon_i$ and $\varepsilon_a$, and there are $N$ pairs $ia$. The functional is adiabatic: its potential at time $t$ depends on the orbitals at the same time. It may contain a fraction $c_x$ of exact exchange.

Let $x$ be the coordinate along the field. The electron has charge $-1$, so its dipole operator is $\hat\mu=-x$, and

$$
\mu_{ia}=\langle\varphi_i|\hat\mu|\varphi_a\rangle=-\int\varphi_i\,x\,\varphi_a\,d^3r . \tag{3}
$$

The field grows slowly from zero in the distant past,

$$
F(t)=F e^{\gamma t}\cos\omega t=\frac F2\left(e^{-izt}+e^{iz^*t}\right),\qquad z=\omega+i\gamma,\quad \gamma>0 . \tag{4}
$$

The second form holds because $-izt=-i\omega t+\gamma t$ and $iz^*t=i\omega t+\gamma t$. The field enters the Hamiltonian of each electron as $-\hat\mu F(t)$.

### First-order orbitals

Write each occupied orbital as $e^{-i\varepsilon_it}(\varphi_i+\delta\varphi_i)$. To first order in the field, the time-dependent Kohn–Sham equation becomes

$$
i\,\partial_t\,\delta\varphi_i=(h_0-\varepsilon_i)\,\delta\varphi_i+\left[-\hat\mu F(t)+\delta v(t)\right]\varphi_i , \tag{5}
$$

where $h_0$ is the ground-state Kohn–Sham operator and $\delta v$ is the potential induced by the response itself.

Only the components of $\delta\varphi_i$ along empty orbitals are needed. Let $c_{ji}=\langle\varphi_j|\delta\varphi_i\rangle$ be a component along an occupied orbital. Orthonormality requires $c_{ji}+c_{ij}^*=0$, and this same sum multiplies $\varphi_j(\mathbf r)\varphi_i(\mathbf r')$ in the first-order density matrix. The occupied components therefore cancel there. They do not enter the projection of (5) on $\varphi_a$ either, because $h_0$ is diagonal in its own orbitals. For the remaining components, set

$$
c_{ai}(t)=\langle\varphi_a|\delta\varphi_i\rangle=\frac F2\left(X_{ia}e^{-izt}+Y_{ia}^*e^{iz^*t}\right). \tag{6}
$$

The complex conjugate on $Y$ is a convention. It places $X$ and $Y$ together in the part of the density matrix that varies as $e^{-izt}$. With a factor 2 for spin, the first-order density matrix is

$$
\delta\rho(\mathbf r,\mathbf r')=2\sum_{ia}\left[c_{ai}\varphi_a(\mathbf r)\varphi_i(\mathbf r')+c_{ai}^*\varphi_i(\mathbf r)\varphi_a(\mathbf r')\right].
$$

Its part proportional to $e^{-izt}$ is $(F/2)R\,e^{-izt}$, with

$$
R(\mathbf r,\mathbf r')=2\sum_{jb}\left[X_{jb}\varphi_b(\mathbf r)\varphi_j(\mathbf r')+Y_{jb}\varphi_j(\mathbf r)\varphi_b(\mathbf r')\right]. \tag{7}
$$

On the diagonal $\mathbf r=\mathbf r'$ this depends on $X+Y$ alone. The sum is thus the density-changing part $P$ of the opening argument.

### The induced potential

For real orbitals define

$$
(pq|rs)=\iint\frac{\varphi_p(\mathbf r)\varphi_q(\mathbf r)\,\varphi_r(\mathbf r')\varphi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
$$

and let $(pq|f|rs)$ be the same integral with $1/|\mathbf r-\mathbf r'|$ replaced by $f(\mathbf r,\mathbf r')=\delta v_{xc}(\mathbf r)/\delta n(\mathbf r')$. Here $v_{xc}$ is the density-functional part of the potential, without the exact exchange.

Let $(F/2)\,w\,e^{-izt}$ be the corresponding part of $\delta v$. The Coulomb and density-functional terms see the diagonal of $R$ and contribute

$$
2\sum_{jb}\left[(ia|jb)+(ia|f|jb)\right](X_{jb}+Y_{jb})
$$

both to $\langle\varphi_a|w|\varphi_i\rangle$ and to $\langle\varphi_i|w|\varphi_a\rangle$. Exact exchange is the integral operator with kernel $-\tfrac12c_xR(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$. The factor $\tfrac12$ appears because exchange acts between electrons of equal spin, while $R$ counts both spins. Insertion of (7) gives

$$
\langle\varphi_a|w_x|\varphi_i\rangle=-c_x\sum_{jb}\left[(ij|ab)X_{jb}+(ib|ja)Y_{jb}\right],
$$

$$
\langle\varphi_i|w_x|\varphi_a\rangle=-c_x\sum_{jb}\left[(ib|ja)X_{jb}+(ij|ab)Y_{jb}\right].
$$

The exchange integrals change places between the two lines because the bra and the ket have been exchanged. All terms are collected in two real symmetric matrices:

$$
\begin{aligned}
A_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+2(ia|f|jb)-c_x(ij|ab),\\
B_{ia,jb}&=2(ia|jb)+2(ia|f|jb)-c_x(ib|ja).
\end{aligned} \tag{8}
$$

### Equations for the amplitudes

Project (5) on $\varphi_a$ and insert (6). On the factor $e^{-izt}$ the operator $i\partial_t$ gives $z$, so

$$
zX_{ia}=(\varepsilon_a-\varepsilon_i)X_{ia}-\mu_{ia}+\langle\varphi_a|w|\varphi_i\rangle .
$$

On $e^{iz^*t}$ it gives $-z^*$. Since $\delta v$ is Hermitian, its part with this factor contains $w^\dagger$:

$$
-z^*Y_{ia}^*=(\varepsilon_a-\varepsilon_i)Y_{ia}^*-\mu_{ia}+\langle\varphi_a|w^\dagger|\varphi_i\rangle .
$$

Take the complex conjugate of the last line and use $\langle\varphi_a|w^\dagger|\varphi_i\rangle^*=\langle\varphi_i|w|\varphi_a\rangle$. With (8) the two conditions are

$$
(A-z)X+BY=\mu,\qquad BX+(A+z)Y=\mu . \tag{9}
$$

For $\omega=0$ the two exponentials coincide and cannot be separated. Equation (9) is then taken as the limit $\omega\to0$.

### The polarizability and the meaning of $\gamma$

The induced dipole is the trace of $\hat\mu$ with $\delta\rho$. From (7), its part varying as $e^{-izt}$ has the coefficient $(F/2)\,2\mu^T(X+Y)$, and the other part is the complex conjugate. Hence

$$
\delta\mu(t)=\mathrm{Re}\left[\alpha(z)Fe^{-izt}\right],\qquad \alpha(z)=2\mu^T(X+Y). \tag{10}
$$

Written out, $\delta\mu=Fe^{\gamma t}(\mathrm{Re}\,\alpha\cos\omega t+\mathrm{Im}\,\alpha\sin\omega t)$. The real part describes the dipole in phase with the field, and its variation with $\omega$ is the dispersion. The imaginary part describes the dipole a quarter period behind.

There is a second reading of the same function. Linear response that is causal and unchanged by a shift in time has the form $\delta\mu(t)=\int_0^\infty\chi(\tau)F(t-\tau)\,d\tau$. With the field (4) this gives

$$
\alpha(\omega+i\gamma)=\int_0^\infty\chi(\tau)\,e^{-\gamma\tau}e^{i\omega\tau}\,d\tau . \tag{11}
$$

So $\alpha(\omega+i\gamma)$ is the response of the undamped molecule to a growing field. It is equally the response to a field of constant amplitude if the memory $\chi(\tau)$ of the molecule is multiplied by $e^{-\gamma\tau}$. The second reading is the one used for spectra. It assigns a single decay rate to everything; $\gamma$ is a parameter of the model and not a computed lifetime.

### Sum and difference

Define $P=X+Y$ and $M=X-Y$. In the sum of the two equations (9), the terms in $z$ combine to $-zX+zY=-zM$. In the difference they combine to $-zX-zY=-zP$, and the sources cancel. The result is

$$
(A+B)P-zM=2\mu,\qquad (A-B)M-zP=0,\qquad \alpha=2\mu^TP . \tag{12}
$$

This is the form (1), with $S=A+B$ and $D=A-B$. From (8),

$$
(A-B)_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+c_x\left[(ib|ja)-(ij|ab)\right]. \tag{13}
$$

The Coulomb and density-functional terms have cancelled, as they must, since $M$ changes no density. Without exact exchange, $A-B$ is the diagonal matrix of orbital-energy gaps. Then $M=z(A-B)^{-1}P$ costs one division per pair, and one complex system of size $N$ for $P$ remains. With exact exchange it is preferable to keep both unknowns, because this avoids inverting $A-B$.

### The four real systems

Put $P=P_R+iP_I$ and $M=M_R+iM_I$. The product with the frequency is

$$
zM=(\omega M_R-\gamma M_I)+i(\omega M_I+\gamma M_R),
$$

and likewise for $zP$. The matrices and $\mu$ are real, so the real and imaginary parts of (12) separate:

$$
\begin{aligned}
(A+B)P_R-\omega M_R+\gamma M_I&=2\mu,\\
(A-B)M_R-\omega P_R+\gamma P_I&=0,\\
(A-B)M_I-\omega P_I-\gamma P_R&=0,\\
(A+B)P_I-\omega M_I-\gamma M_R&=0 .
\end{aligned} \tag{14}
$$

The dispersion is $\mathrm{Re}\,\alpha=2\mu^TP_R$, and the absorption follows from $\mathrm{Im}\,\alpha=2\mu^TP_I$. One solution gives both at the chosen frequency. The ground-state orbitals are needed to build the matrices, but no excited state has been computed. For $\gamma=0$ the last two equations have no source and decouple from the first two. Away from a resonance their solution is then zero, and no absorption remains.

### Existence and uniqueness

Assume that the ground state is stable, in the sense that $S=A+B$ and $D=A-B$ are positive definite. Insert $M=zD^{-1}P$ in the first equation of (12) and multiply by $D$ from the left:

$$
(DS-z^2)P=2D\mu . \tag{15}
$$

The matrix $DS$ is not symmetric, but it has the same eigenvalues as

$$
W=D^{1/2}SD^{1/2}=D^{-1/2}(DS)D^{1/2}, \tag{16}
$$

which is symmetric and positive definite. Its eigenvalues are therefore positive; call them $\omega_n^2$. On the other side, $z^2=\omega^2-\gamma^2+2i\omega\gamma$ is real only for $\omega=0$, where it equals $-\gamma^2<0$. It never coincides with an $\omega_n^2$. The solution exists and is unique for every real $\omega$, including $\omega=\omega_n$.

### The symmetric matrix

Reverse the sign of the last two equations (14) and order the unknowns as $(P_R,M_R,M_I,P_I)$. The matrix of the system is then symmetric:

$$
L=\begin{pmatrix}
S&-\omega&\gamma&0\\
-\omega&D&0&\gamma\\
\gamma&0&-D&\omega\\
0&\gamma&\omega&-S
\end{pmatrix}. \tag{17}
$$

Here $\omega$ and $\gamma$ multiply the unit matrix of size $N$. Reversing the order of the four blocks changes the signs of $S$, $D$ and $\omega$ in this pattern but leaves those of $\gamma$. A subsequent change of sign of the last two blocks of unknowns reverses $\gamma$ as well. Together these two operations form an orthogonal transformation that turns $L$ into $-L$. The eigenvalues of $L$ therefore occur in pairs $\pm\lambda$. None is zero, by the uniqueness just shown, so $2N$ are positive and $2N$ are negative.

This matters for the choice of solver. The conjugate-gradient method assumes a positive definite matrix and is not suited to (17), while the minimal-residual method accepts a symmetric indefinite one. Such a method needs products of $A+B$ and $A-B$ with trial vectors, and these can be formed from the orbital-energy gaps and the potential induced by a trial density matrix, without storing $A$ and $B$.

## II. Absorption, dispersion and a worked example

The symbols carried over are these. The vectors $P=X+Y$ and $M=X-Y$ hold sums and differences of the response amplitudes, $\mu$ holds the dipole integrals, $S=A+B$, $D=A-B$, and $z=\omega+i\gamma$ with $\gamma>0$. They satisfy $SP-zM=2\mu$ and $DM-zP=0$, equation (12), whose real form is (14). The polarizability is $\alpha=2\mu^TP$. Both $S$ and $D$ are positive definite, and $W=D^{1/2}SD^{1/2}$ has the eigenvalues $\omega_n^2>0$.

For a stable ground state and $\gamma>0$, the four coupled real systems (14) have a unique solution at every real frequency, and it gives both dispersion and absorption without computing excited states. What remains is to relate the absorption to the solution vectors and to a cross-section, to describe the line shape and two integral relations, and to test the equations on lithium hydride.
